# Stopping cross section of a Firsov-type electronic loss law

## Problem

A slow ion passes an atom and gives part of its kinetic energy to electrons. Let the ion follow a straight line at impact parameter $b$, the distance between that line and the nucleus. The loss in one passage is modelled by the Firsov-type law

$$T(b)=\frac{T_0}{(1+\alpha b)^5},\qquad T_0>0,\quad \alpha>0 .$$

Here $T_0$ is the loss at $b=0$ and $1/\alpha$ is a length. Both are constants for a given pair of elements and a given ion speed. The electronic stopping cross section is the loss integrated over the area through which the ion may pass,

$$S=\int_0^\infty T(b)\,2\pi b\,db .$$

(a) Show that $S=\pi T_0/(6\alpha^2)$.

(b) Find the fraction of $S$ that comes from impact parameters larger than $B$, and examine it for small and large $B$. Which impact parameter contributes most per unit interval of $b$?

(c) Relate $S$ to the mean energy loss per unit path in a solid with $n$ atoms per unit volume. How does this loss depend on the ion energy if $T_0$ is proportional to speed?

(d) Evaluate the results for $T_0=250$ eV, $\alpha=8\ \text{nm}^{-1}$ and $n=50\ \text{nm}^{-3}$. These round parameters lie in the rough regime of 10 keV boron in silicon.

(e) For the same numbers, estimate the effects of deflection, nuclear stopping and crystal order.

## Solution

### (a) The integral over impact parameters

All lines with impact parameters between $b$ and $b+db$ cross a ring of circumference $2\pi b$ and width $db$. Its area $2\pi b\,db$ is the weight in the definition of $S$. Inserting the loss law gives

$$S=2\pi T_0\int_0^\infty\frac{b\,db}{(1+\alpha b)^5}.$$

Set $x=\alpha b$. Then $b=x/\alpha$ and $db=dx/\alpha$, each supplying one factor $1/\alpha$, while the limits stay at zero and infinity:

$$S=\frac{2\pi T_0}{\alpha^2}\,I,\qquad I=\int_0^\infty\frac{x\,dx}{(1+x)^5}.$$

At large $x$ the integrand falls as $x^{-4}$, so the integral converges. To reduce it to simple powers, write the numerator as $x=(1+x)-1$:

$$I=\int_0^\infty\left[\frac{1}{(1+x)^4}-\frac{1}{(1+x)^5}\right]dx
=\left[-\frac{1}{3(1+x)^3}+\frac{1}{4(1+x)^4}\right]_0^\infty .$$

The bracket vanishes at infinity and equals $-\frac13+\frac14$ at zero. Subtracting the lower limit gives

$$I=\frac13-\frac14=\frac1{12}.$$

Therefore

$$S=\frac{2\pi T_0}{\alpha^2}\cdot\frac1{12}=\frac{\pi T_0}{6\alpha^2}.$$

Since $T_0$ is an energy and $1/\alpha^2$ an area, $S$ has the unit of energy times area. It equals the cross section of a disc inside which every passage costs the full $T_0$ and outside which it costs nothing. The disc's radius $R$ follows from $\pi R^2T_0=S$, so $R=1/(\sqrt6\,\alpha)\approx0.41/\alpha$.

The same calculation shows what the fifth power does. For a law $T_0/(1+\alpha b)^m$ with $m>2$, the two terms give

$$\int_0^\infty\frac{x\,dx}{(1+x)^m}=\frac1{m-2}-\frac1{m-1}=\frac1{(m-1)(m-2)} .$$

For $m=5$ this is $1/(4\cdot3)=1/12$, as found above. For $m\le2$ the integral diverges: the ring area grows with $b$, and the loss does not fall fast enough to compensate.

### (b) Where the cross section comes from

Let $X=\alpha B$. The part of $I$ beyond $X$ uses the same antiderivative with a different lower limit:

$$\int_X^\infty\frac{x\,dx}{(1+x)^5}
=\frac1{3(1+X)^3}-\frac1{4(1+X)^4}
=\frac{4(1+X)-3}{12(1+X)^4}
=\frac{1+4X}{12(1+X)^4}.$$

Division by the full value $1/12$ gives the outer fraction

$$f(X)=\frac{1+4X}{(1+X)^4}.$$

For small $X$, use $(1+X)^{-4}=1-4X+10X^2+\dots$ and multiply:

$$f(X)=(1+4X)(1-4X+10X^2+\dots)=1-6X^2+\dots$$

The linear terms cancel, and the quadratic coefficient is $10-16=-6$. The inner fraction is thus $6X^2$ to leading order. This agrees with a direct estimate: a small disc of area $\pi B^2$, with loss close to $T_0$, contributes $\pi B^2T_0/S=6\alpha^2B^2$. Nearly head-on passages cost the most energy, but they occupy little area.

For large $X$, the numerator tends to $4X$ and the denominator to $X^4$, so $f(X)\to4/X^3$. The distant contribution falls as a power, more slowly than an exponential would.

The contribution per unit interval of $b$ is $2\pi bT(b)$. Its maximum follows from

$$\frac{d}{db}\frac{b}{(1+\alpha b)^5}
=\frac{(1+\alpha b)-5\alpha b}{(1+\alpha b)^6}
=\frac{1-4\alpha b}{(1+\alpha b)^6}.$$

The derivative is positive below $b=1/(4\alpha)$ and negative above it. The most effective impact parameter is therefore $b_{\text{peak}}=1/(4\alpha)$, where growing ring area and falling loss balance.

### (c) From one atom to a solid

Consider a layer of area $A$ and small thickness $dz$. It contains $nA\,dz$ atoms. Let the ion enter at a point chosen uniformly over $A$, with $A$ wide enough for edge effects to be negligible. The mean loss to one particular atom is the integral of $T$ over the area, divided by $A$, which is $S/A$. If losses to different atoms add, the mean loss in the layer is

$$nA\,dz\,\frac SA=nS\,dz,
\qquad\text{so}\qquad
-\left\langle\frac{dE}{dz}\right\rangle=nS .$$

The minus sign records that the ion energy $E$ decreases. Two assumptions enter: additive losses and uniformly sampled impact parameters. The atoms need not be randomly placed if the entry point is uniformly distributed, since the mean of a sum is the sum of the means.

In the Firsov picture, electrons exchanged between the passing atoms transfer momentum in proportion to their relative speed $v$. The resulting drag force is proportional to $v$. Its work along a fixed straight path is also proportional to $v$, so one may write $T_0=\kappa v$, with $\kappa$ and $\alpha$ independent of speed. For an ion of mass $M_1$, $v=\sqrt{2E/M_1}$ and

$$nS=\frac{\pi n\kappa}{6\alpha^2}\sqrt{\frac{2E}{M_1}}.$$

Within this low-speed model, halving the energy at fixed ion and target multiplies the electronic stopping by $1/\sqrt2$. The speed is held fixed during each passage, which requires the loss in one passage to be small compared with $E$.

### (d) Numerical values

The cross section is

$$S=\frac{\pi(250\ \text{eV})}{6(8\ \text{nm}^{-1})^2}=2.045\ \text{eV nm}^2 .$$

Because $1\ \text{nm}^2=10^{-14}\ \text{cm}^2$, this is $20.45\times10^{-15}\ \text{eV cm}^2$. The mean electronic stopping power is

$$nS=(50\ \text{nm}^{-3})(2.045\ \text{eV nm}^2)\approx102\ \text{eV/nm}.$$

The most effective impact parameter is $1/(4\times8\ \text{nm}^{-1})=0.031$ nm. There the denominator of the loss law is $(1.25)^5$, and the loss is $81.9$ eV, about one third of $T_0$.

Solving $f(\alpha B)=1/2$ gives $B=0.0785$ nm. Half of the cross section comes from inside this radius and half from outside it, although $T(b)$ itself is largest at the centre.

A solid has neighbouring atoms, so this radius should be compared with their spacing. Half the mean spacing is $\frac12n^{-1/3}=0.136$ nm, for which $X=1.09$ and $f=0.282$. About 28% of $S$ thus comes from passages farther from the atom than half the mean spacing. When the ion is at its closest point to the atom, another atom can then be equally near, and the electron clouds of isolated atoms are a less secure starting point. In the silicon crystal the nearest neighbours are $\frac{\sqrt3}{4}(8/n)^{1/3}=0.235$ nm apart, so this is already possible beyond $b=0.118$ nm, where $f=0.336$. These shares show how much of $S$ comes from beyond the two distances; they do not estimate the error of treating the atoms as isolated.

The ion speed is 0.191 times the Bohr speed, the electron speed scale of the hydrogen atom. This places the example on the low-speed side. The largest single electronic loss, $T_0$, is 2.5% of the ion energy, so this loss by itself hardly changes the speed during one passage. In close passages the repulsion between the nuclei lowers the relative speed of the two atoms much more, as part (e) shows. Over 1 nm of path the mean electronic loss is about 1.0% of the initial 10 keV. Since stopping varies as $\sqrt E$, this loss alone lowers the electronic stopping by about 0.5%. Over much longer paths, $S$ must be updated as the ion slows.

### (e) Effects outside the straight-line formula

**Deflection.** The repulsion between the screened nuclei keeps the ion farther away than $b$. For an estimate, take the Ziegler–Biersack–Littmark universal potential,

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\phi(r/a),
\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(y)=0.1818e^{-3.2y}+0.5099e^{-0.9423y}
+0.2802e^{-0.4028y}+0.02817e^{-0.2016y}.$$

Here $a_0$ is the Bohr radius, $Z_1=5$ and $Z_2=14$. With masses $M_1=11$ and $M_2=28.1$ atomic mass units and the target atom initially at rest, the energy of relative motion is $E_{\text{cm}}=EM_2/(M_1+M_2)$. Energy and angular momentum conservation give

$$\dot r^2=v^2\left[1-\frac{V(r)}{E_{\text{cm}}}-\frac{b^2}{r^2}\right],\qquad
\dot\varphi=\frac{vb}{r^2}.$$

The turning distance $r_{\min}$ is where the bracket vanishes. Since $V>0$, it requires $b^2/r_{\min}^2<1$, so $r_{\min}>b$. At $b=0.020$ nm, for example, $r_{\min}=0.0221$ nm. Using $r_{\min}$ in place of $b$ in the loss law lowers the loss at this impact parameter from about 119 eV to 111 eV, a reduction of 7%.

Repeating the replacement at every impact parameter, while keeping the area weight $2\pi b\,db$, gives $S=1.999\ \text{eV nm}^2$. This is 2.3% below the straight-line value. The effect on $S$ is smaller than at $b=0.020$ nm because close passages occupy little area. The estimate changes the distance but ignores the change of speed during the collision. At the turning point the motion is purely sideways, with relative speed $r_{\min}\dot\varphi=vb/r_{\min}$. At $b=0.020$ nm this is about 10% below $v$. For a loss proportional to speed, the neglected slowing can therefore matter as much as the change of distance, and the 2.3% is not the full effect of the repulsion.

**Nuclear stopping.** The same repulsion transfers kinetic energy to the target atom as a whole. This is a separate loss, not a correction to $S$. Dividing $\dot\varphi$ by $\dot r$ and counting the incoming and outgoing halves of the path gives the scattering angle in the centre-of-mass frame,

$$\theta=\pi-2b\int_{r_{\min}}^\infty
\frac{dr}{r^2\sqrt{1-V(r)/E_{\text{cm}}-b^2/r^2}} .$$

In that frame the target atom moves at speed $u=M_1v/(M_1+M_2)$ before and after the collision, and its velocity turns through $\theta$. The magnitude of its velocity change is $2u\sin(\theta/2)$. As the atom started at rest in the laboratory, this is its final laboratory speed. Its energy is therefore

$$T_{\text n}=\frac12M_2\,4u^2\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2 .$$

Integrating $T_{\text n}\,2\pi b\,db$ gives a nuclear stopping cross section of $1.58\ \text{eV nm}^2$, or 79 eV/nm after multiplication by $n$. This is 0.77 times the electronic value. The two contributions together amount to about 181 eV/nm, so the electronic formula alone would seriously underestimate the total energy loss at this energy.

**Crystal order.** Along a $\langle110\rangle$ direction of silicon, the atoms form parallel rows with open channels between them. For the chosen density, the cubic cell edge is $a_{\text c}=(8/n)^{1/3}=0.543$ nm, since the diamond cell contains eight atoms. The spacing along each row is $a_{\text c}/\sqrt2=0.384$ nm.

In the plane perpendicular to the rows, use one coordinate along a cube edge and the other at right angles to it. The six rows around one channel lie at

$$\left(\tfrac14,0\right),\ (1,0),\
\left(\tfrac12,\pm\tfrac1{2\sqrt2}\right),\
\left(\tfrac34,\pm\tfrac1{2\sqrt2}\right)$$

in units of $a_{\text c}$. The channel centre is $(5/8,0)$. Its distance from the first two rows is $3a_{\text c}/8$. Its distance from each of the other four is

$$a_{\text c}\sqrt{\frac1{64}+\frac18}=\frac{3a_{\text c}}8=0.204\ \text{nm}.$$

An ion on the centre line thus passes all six rows at this distance. Each atom takes $250\ \text{eV}/(1+8\times0.204)^5\approx2.0$ eV. Six atoms per 0.384 nm give about 31 eV/nm, and including the more distant rows raises the sum to 38.0 eV/nm. This is 0.37 times $nS$. The reduction arises because the centre line excludes the close passages that contribute much of $S$.

The average over entry points should nevertheless recover $nS$, by the argument in part (c). Summing the losses to the rows at $60\times60$ evenly spaced points in a transverse cell gives a mean of 102.2 eV/nm, against 102.3 eV/nm from the formula. The small difference reflects the finite grid and the omission of very distant rows. The formula therefore describes the uniform average in a crystal, but not an ion that remains in a channel.

**Relation to a real implant.** For 10 keV boron in silicon, the standard low-speed estimates differ: the Lindhard–Scharff formula gives about 65 eV/nm, while Firsov's own constants ($T_0\approx247$ eV, $\alpha\approx8.1\ \text{nm}^{-1}$) give about 99 eV/nm. The model value of 102 eV/nm lies at the upper end of these estimates, and neither estimate is a measurement. The parameters set the scale and are not a fit. At fixed $T_0$, raising $\alpha$ by 10% lowers $S$ by 17%, because $1/1.1^2=0.83$. Among the effects estimated here, channelling changes the electronic stopping most: on the centre line it is 63% below the uniform average. A real channelled ion also moves sideways, so its loss need not equal the centre-line value. In an amorphous layer, or for a beam direction that avoids channels, uniform sampling is the more suitable assumption, although ions can still be scattered into channels in a crystal. For the total loss, nuclear stopping must be included as well.

The main results of parts (d) and (e) are collected in the numerical output below; the remaining numbers follow from them and the given parameters by the formulas above.

## Computed values

```
Loss at zero impact parameter T0: 250 eV
Inverse length alpha: 8.0 1/nm
Length 1/alpha: 0.125 nm
Atomic density n: 50 1/nm^3
Ion energy: 10 keV
Ion speed / Bohr speed: 0.191
Stopping cross section S: 2.045 eV nm^2
S converted: 20.45 x 1e-15 eV cm^2
Electronic stopping power n*S: 102.3 eV/nm
Most effective impact parameter: 0.0312 nm
Loss at that impact parameter: 81.9 eV
Impact parameter that halves S: 0.0785 nm
Half the mean atomic spacing: 0.136 nm
Share of S from beyond it: 28.2 %
Crystal average over entry points: 102.2 eV/nm
Channel centre to nearest rows: 0.204 nm
Stopping on <110> channel centre: 38.0 eV/nm
Channel value / n*S: 0.37
Turning distance at b = 0.02 nm: 0.0221 nm
S with turning distance for b: 1.999 eV nm^2
Change of S by deflection: -2.3 %
Nuclear stopping cross section: 1.58 eV nm^2
Nuclear stopping power: 79 eV/nm
Nuclear / electronic stopping: 0.77
Electronic loss in 1 nm / ion energy: 1.02 %
```
